**Stretched-exponential recovery from a positive distribution of trap rates**

The program examines the law φ(t) = exp[−(t/τ₀)^β], where φ is the remaining fraction of the current deficit, τ₀ the scale time and 0 < β < 1. It asserts that a positive angular-integral formula for the density of emission rates k agrees with direct numerical Laplace inversion at β = 0.4, 0.5 and 0.7. It also asserts that the resulting mixture of exponentials reproduces φ and that its mean lifetime is τ₀Γ(1+1/β). Further assertions cover other moments, the closed form at β = 1/2, the activation-energy spread, the fast-rate tail and the share of the mean time arising late. For β = 0.4 and τ₀ = 10 s, the output gives a half-recovery time of 4.0 s and a mean time of 33.2 s. It also shows that 41 % of the mean time arises after 100 s, when 8 % of the deficit remains. A discrete ladder with one lifetime per factor e matches the law within 2.9 × 10⁻⁵ of the initial deficit on the time grid from 0.1 s to 1000 s.

## Numerical check

```python
"""
Result under test: a positive density p(k) of trap emission rates k gives
    integral p(k) exp(-k t) dk = exp(-(t/tau0)**beta),   0 < beta < 1,
with mean relaxation time tau0 * Gamma(1 + 1/beta).
Symbols: t time, tau0 scale time, beta stretching exponent, tau = 1/k lifetime.
The recovering current is I(t) = I_final - deficit * exp(-(t/tau0)**beta).
Functions work with tau0 = 1; the worked example restores seconds.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad
from scipy.special import gamma, gammaincc


def rate_density(k, beta):
    """Positive integral over the angle theta of the real-exponent path."""
    k = np.atleast_1d(np.asarray(k, dtype=float))
    step = 0.05
    v = np.arange(-40.0, 46.0, step)
    theta = np.pi / (1 + np.exp(-v))
    delta = np.pi / (1 + np.exp(v))          # pi - theta without cancellation
    jacobian = theta * delta / np.pi
    sin_theta = np.sin(np.minimum(theta, delta))
    a = (np.sin((1 - beta) * theta)
         * np.sin(beta * theta) ** (beta / (1 - beta))
         / sin_theta ** (1 / (1 - beta)))
    x = k ** (-beta / (1 - beta))
    integral = np.exp(-np.outer(x, a)) @ (a * jacobian) * step
    return beta / (np.pi * (1 - beta)) * k ** (-1 / (1 - beta)) * integral


def inverse_laplace(k, beta):
    """Direct inversion of exp(-z**beta) along the line Re z = 1."""
    nodes, weights = np.polynomial.legendre.leggauss(20)
    y = np.arange(8000)[:, None] + (nodes + 1) / 2
    z = 1 + 1j * y
    return np.sum(np.exp(k * z - z ** beta).real * weights / 2) / np.pi


def stretched(t, beta):
    return np.exp(-t ** beta)


# Density, mixture and moments for several exponents
h = 0.05
log_k = np.arange(-15.0, 75.0, h)
k_grid = np.exp(log_k)
times = np.array([0.0, 1e-3, 0.1, 1.0, 10.0, 100.0])
worst_density = worst_mixture = worst_mean = 0.0
for b in (0.4, 0.5, 0.7):
    for k_test in (0.3, 1.0, 3.0):
        direct = inverse_laplace(k_test, b)
        error = abs(rate_density(k_test, b)[0] / direct - 1)
        worst_density = max(worst_density, error)
    w = k_grid * rate_density(k_grid, b) * h
    mixture = np.exp(-np.outer(times, k_grid)) @ w
    worst_mixture = max(worst_mixture,
                        np.max(np.abs(mixture - stretched(times, b))))
    mean_from_traps = np.sum(w / k_grid)
    u = np.arange(-40.0, 15.0, h)
    area = np.sum(np.exp(u) * stretched(np.exp(u), b)) * h
    first = np.sum(np.exp(2 * u) * stretched(np.exp(u), b)) * h
    formula = gamma(1 + 1 / b)
    worst_mean = max(worst_mean, abs(mean_from_traps / formula - 1),
                     abs(area / formula - 1))
    assert abs(first / area / (gamma(2 / b) / gamma(1 / b)) - 1) < 1e-7
    for s in (0.5, 2.0):
        moment = np.sum(w * k_grid ** (-s))
        assert abs(moment / (gamma(1 + s / b) / gamma(1 + s)) - 1) < 1e-7
    log_mean = -np.sum(w * log_k)
    log_var = np.sum(w * log_k ** 2) - log_mean ** 2
    assert abs(log_mean + np.euler_gamma * (1 / b - 1)) < 1e-6
    assert abs(log_var / (np.pi ** 2 / 6 * (1 / b ** 2 - 1)) - 1) < 1e-6
assert worst_density < 1e-7
assert worst_mixture < 1e-8
assert worst_mean < 1e-7

# Closed form at beta = 1/2
k_half = np.array([0.05, 0.5, 5.0, 500.0])
closed = k_half ** -1.5 * np.exp(-1 / (4 * k_half)) / (2 * np.sqrt(np.pi))
assert np.allclose(rate_density(k_half, 0.5), closed, rtol=1e-9, atol=0)

# For beta > 1 the curve is concave at early times, unlike any positive mixture
assert 1 + stretched(0.2, 1.5) - 2 * stretched(0.1, 1.5) < 0

# Worked example
beta, tau0 = 0.4, 10.0
i_final, deficit = 0.80, 0.30
temperature, prefactor, k_max = 300.0, 1e12, 1e5
weights = k_grid * rate_density(k_grid, beta) * h
tau_mean = tau0 * gamma(1 + 1 / beta)
tau_weighted = tau0 * gamma(2 / beta) / gamma(1 / beta)
t_half = tau0 * np.log(2) ** (1 / beta)
assert abs(np.sum(weights * np.exp(-k_grid * t_half / tau0)) - 0.5) < 1e-8
lost = quad(lambda q: deficit * np.exp(q - (np.exp(q) / tau0) ** beta),
            -30, 16, limit=300)[0]
assert abs(lost / (deficit * tau_mean) - 1) < 1e-7

kt_ev = boltzmann * temperature / charge
energy_mean = kt_ev * (np.log(prefactor * tau0)
                       - np.euler_gamma * (1 / beta - 1))
energy_spread = kt_ev * np.pi / np.sqrt(6) * np.sqrt(1 / beta ** 2 - 1)
energies = kt_ev * np.log(prefactor * tau0 / k_grid)
mean_sum = np.sum(weights * energies)
spread_sum = np.sqrt(np.sum(weights * (energies - mean_sum) ** 2))
assert abs(mean_sum - energy_mean) < 1e-6
assert abs(spread_sum - energy_spread) < 1e-6

# Weight of traps faster than k_max; the law keeps only the leading power
tail_log = np.arange(np.log(k_max * tau0), 75.0, h)
tail_values = np.exp(tail_log) * rate_density(np.exp(tail_log), beta)
tail = h * (np.sum(tail_values) - tail_values[0] / 2)
tail_law = (k_max * tau0) ** (-beta) / gamma(1 - beta)
assert abs(tail / tail_law - 1) < 0.01

# Share of the mean time that arises after the end of a record
record_ends = (100.0, 1000.0, 10000.0)
shares = []
for end in record_ends:
    late = quad(lambda q: np.exp(q - (np.exp(q) / tau0) ** beta),
                np.log(end), 16, limit=300)[0] / tau_mean
    share = gammaincc(1 / beta, (end / tau0) ** beta)
    assert abs(late - share) < 1e-7
    shares.append(share)

# Discrete ladders of lifetimes, equally spaced in ln(tau)
scan = np.logspace(-2, 2, 201)


def ladder(spacing):
    j = np.arange(int(-15 / spacing), int(75 / spacing) + 1)
    k = np.exp(j * spacing)
    w = k * rate_density(k, beta) * spacing
    curve = np.exp(-np.outer(scan, k)) @ w
    return j, w, np.max(np.abs(curve - stretched(scan, beta)))


error_fold = ladder(1.0)[2]
decade_index, decade_weight, error_decade = ladder(np.log(10))
assert error_fold < 1e-3
assert error_decade < 2e-2

print(f"largest relative error, density vs inversion: {worst_density:.1e}")
print(f"largest error, trap mixture vs stretched law: {worst_mixture:.1e}")
print(f"largest relative error, mean time: {worst_mean:.1e}")
print(f"beta = {beta:.2f}")
print(f"tau0 = {tau0:.1f} s")
print(f"final current = {i_final:.2f} A")
print(f"initial deficit = {deficit:.2f} A")
print(f"temperature = {temperature:.0f} K")
print(f"emission prefactor = {prefactor:.1e} 1/s")
print(f"Gamma(1 + 1/beta) = {gamma(1 + 1 / beta):.5f}")
print(f"mean relaxation time = {tau_mean:.3f} s")
print(f"deficit-weighted mean time = {tau_weighted:.2f} s")
print(f"half-recovery time = {t_half:.3f} s")
print(f"missing charge = {deficit * tau_mean:.3f} C")
print(f"thermal energy = {kt_ev:.5f} eV")
print(f"mean activation energy = {energy_mean:.4f} eV")
print(f"activation-energy standard deviation = {energy_spread:.4f} eV")
print(f"largest rate K = {k_max:.1e} 1/s")
print(f"weight faster than K, quadrature = {tail:.5f}")
print(f"weight faster than K, leading law = {tail_law:.5f}")
for t in (0.0, 0.1, 1.0, 10.0, 100.0, 1000.0):
    from_traps = np.sum(weights * np.exp(-k_grid * t / tau0))
    assert abs(from_traps - stretched(t / tau0, beta)) < 1e-8
    print(f"t = {t:.1f} s: remaining fraction {from_traps:.5f}, "
          f"current {i_final - deficit * from_traps:.4f} A")
for end, share in zip(record_ends, shares):
    print(f"share of mean time after {end:.0f} s = {share:.5f}")
print(f"ladder error, one level per factor e = {error_fold:.1e}")
print(f"ladder error, one level per decade = {error_decade:.1e}")
print("ladder errors: absolute, for t from 0.1 s to 1000 s")
for j, w in zip(decade_index, decade_weight):
    if w > 1e-3:
        print(f"decade ladder: lifetime {tau0 * 10.0 ** (-j):.1e} s, "
              f"weight {w:.5f}")
print("verified")
```

It prints:

```
largest relative error, density vs inversion: 7.2e-12
largest error, trap mixture vs stretched law: 4.3e-14
largest relative error, mean time: 5.7e-14
beta = 0.40
tau0 = 10.0 s
final current = 0.80 A
initial deficit = 0.30 A
temperature = 300 K
emission prefactor = 1.0e+12 1/s
Gamma(1 + 1/beta) = 3.32335
mean relaxation time = 33.234 s
deficit-weighted mean time = 180.54 s
half-recovery time = 4.000 s
missing charge = 9.970 C
thermal energy = 0.02585 eV
mean activation energy = 0.7515 eV
activation-energy standard deviation = 0.0760 eV
largest rate K = 1.0e+05 1/s
weight faster than K, quadrature = 0.00267
weight faster than K, leading law = 0.00267
t = 0.0 s: remaining fraction 1.00000, current 0.5000 A
t = 0.1 s: remaining fraction 0.85343, current 0.5440 A
t = 1.0 s: remaining fraction 0.67159, current 0.5985 A
t = 10.0 s: remaining fraction 0.36788, current 0.6896 A
t = 100.0 s: remaining fraction 0.08112, current 0.7757 A
t = 1000.0 s: remaining fraction 0.00182, current 0.7995 A
share of mean time after 100 s = 0.41299
share of mean time after 1000 s = 0.02722
share of mean time after 10000 s = 0.00001
ladder error, one level per factor e = 2.9e-05
ladder error, one level per decade = 1.8e-02
ladder errors: absolute, for t from 0.1 s to 1000 s
decade ladder: lifetime 1.0e+03 s, weight 0.00229
decade ladder: lifetime 1.0e+02 s, weight 0.25796
decade ladder: lifetime 1.0e+01 s, weight 0.37784
decade ladder: lifetime 1.0e+00 s, weight 0.21046
decade ladder: lifetime 1.0e-01 s, weight 0.09269
decade ladder: lifetime 1.0e-02 s, weight 0.03821
decade ladder: lifetime 1.0e-03 s, weight 0.01541
decade ladder: lifetime 1.0e-04 s, weight 0.00616
decade ladder: lifetime 1.0e-05 s, weight 0.00246
verified
```
